# Hydrogen with a Gaussian: energy minimization versus variance minimization

**Question**

I am working on an exercise about variational Monte Carlo. The system is the hydrogen atom, the trial function is \(\psi=e^{-ar^2}\), and there are two parts:

1. Show that the lowest energy is \(-4/(3\pi)\) hartree, at \(a=8/(9\pi)\).
2. Find the different value of \(a\) that minimizes the variance of the local energy.

I think I can do the first part, though I would like to see it written out. The second part defeats me. When I set the derivative of the variance to zero, I get a quadratic equation for \(\sqrt a\) with no real solution. When I evaluate the variance numerically, it keeps falling as I make \(a\) smaller. Have I made a mistake in the integrals? And if not, how can a Monte Carlo program that minimizes the variance ever settle on a value of \(a\)?

**Answer**

Your integrals are probably right, because the second part of the exercise asks for something that does not exist. The derivation below covers both parts, and then your last question.

**Local energy**

I use Hartree atomic units, with a fixed point nucleus and no relativistic terms:

\[
H=-\tfrac12\nabla^2-\frac1r .
\]

Lengths are in bohr, so \(a>0\) is in bohr\(^{-2}\). The local energy is \(E_L=(H\psi)/\psi\). For a function of \(r\) alone, \(\nabla^2\psi=\psi''+2\psi'/r\). Here

\[
\psi'=-2ar\,\psi,\qquad \psi''=(4a^2r^2-2a)\psi,\qquad \frac{2\psi'}{r}=-4a\,\psi ,
\]

so \(\nabla^2\psi=(4a^2r^2-6a)\psi\). Multiplying by \(-\tfrac12\) and adding the potential gives

\[
E_L(r)=3a-2a^2r^2-\frac1r .
\]

For an eigenstate, \(E_L\) would be constant and its variance zero. No choice of \(a>0\) makes this expression constant. In particular, the Gaussian is flat at the nucleus, so its kinetic term cannot cancel the \(-1/r\) there.

**The averages**

Monte Carlo points are drawn from \(\psi^2/\int\psi^2\,d^3r\). With \(b=2a\) and

\[
I_k=\int_0^\infty r^k e^{-br^2}\,dr ,
\]

the volume element contributes \(r^2\), and therefore \(\langle r^n\rangle=I_{n+2}/I_2\). The two starting integrals are \(I_0=\tfrac12\sqrt{\pi/b}\) and \(I_1=1/(2b)\). Integration by parts gives \(I_{k+2}=\frac{k+1}{2b}I_k\), hence

\[
I_2=\frac{I_0}{2b}=\frac{\sqrt\pi}{4b^{3/2}},\quad
I_3=\frac{1}{2b^2},\quad
I_4=\frac{3}{2b}I_2,\quad
I_6=\frac{15}{4b^2}I_2 .
\]

Define \(c=\sqrt{2/\pi}\), so that \(c^2=2/\pi\). Putting \(b=2a\) into the ratios gives

\[
\langle r^2\rangle=\frac{3}{4a},\qquad
\langle r^4\rangle=\frac{15}{16a^2},\qquad
\langle r\rangle=\frac{2}{\sqrt{2\pi a}}=\frac{c}{\sqrt a},
\]
\[
\Big\langle\frac1r\Big\rangle=2\sqrt{\frac{2a}{\pi}}=2c\sqrt a,\qquad
\Big\langle\frac1{r^2}\Big\rangle=\frac{I_0}{I_2}=4a .
\]

The last average is finite, so the variance is finite although \(E_L\) diverges at the nucleus.

**Part 1: the energy**

The average of \(E_L\) over \(\psi^2\) is the variational energy:

\[
E(a)=3a-2a^2\cdot\frac{3}{4a}-2c\sqrt a=\frac{3a}{2}-2c\sqrt a .
\]

The first term is the kinetic energy, which resists compression. The second is the attraction to the nucleus. The derivative is

\[
\frac{dE}{da}=\frac32-\frac{c}{\sqrt a}.
\]

It is negative for \(\sqrt a<2c/3\) and positive for \(\sqrt a>2c/3\), so the stationary point is the global minimum:

\[
a_E=\Big(\frac{2c}{3}\Big)^2=\frac{4}{9}\cdot\frac{2}{\pi}=\frac{8}{9\pi}.
\]

At this point \(2c\sqrt{a_E}=4c^2/3=8/(3\pi)\), and

\[
E(a_E)=\frac{4}{3\pi}-\frac{8}{3\pi}=-\frac{4}{3\pi}.
\]

In numbers, \(a_E=0.2829\) bohr\(^{-2}\) and \(E=0.4244-0.8488=-0.4244\) hartree, or \(-11.549\) eV. The ground-state energy of this Hamiltonian is \(-0.5\) hartree. The best single Gaussian lies 0.0756 hartree above it and recovers 84.9 percent of the binding energy.

**Part 2: the variance**

The constant \(3a\) does not affect the variance, nor does the overall sign of the rest. So

\[
V(a)=\mathrm{Var}\Big(2a^2r^2+\frac1r\Big)
=4a^4\,\mathrm{Var}(r^2)+\mathrm{Var}\Big(\frac1r\Big)+4a^2\,\mathrm{Cov}\Big(r^2,\frac1r\Big).
\]

The three ingredients are

\[
\mathrm{Var}(r^2)=\frac{15}{16a^2}-\frac{9}{16a^2}=\frac{3}{8a^2},
\]
\[
\mathrm{Var}\Big(\frac1r\Big)=4a-4c^2a=\Big(4-\frac8\pi\Big)a,
\]
\[
\mathrm{Cov}\Big(r^2,\frac1r\Big)=\langle r\rangle-\langle r^2\rangle\Big\langle\frac1r\Big\rangle
=\frac{c}{\sqrt a}-\frac{3c}{2\sqrt a}=-\frac{c}{2\sqrt a}.
\]

Inserting them,

\[
V(a)=\frac32a^2-2c\,a^{3/2}+\Big(4-\frac8\pi\Big)a .
\]

Differentiate, then complete the square in \(\sqrt a\). Since \(3(\sqrt a-c/2)^2=3a-3c\sqrt a+3c^2/4\) and \(3c^2/4=3/(2\pi)\),

\[
\frac{dV}{da}=3a-3c\sqrt a+4-\frac8\pi
=3\Big(\sqrt a-\frac c2\Big)^2+4-\frac{19}{2\pi}.
\]

The constant \(4-19/(2\pi)=0.976\) is positive. The slope is therefore positive for every \(a\), which is why your quadratic has no real solution. The variance increases strictly with \(a\). Its greatest lower bound is zero, approached as \(a\to0\) and reached by no trial function in the family.

Some values, where \(\sigma=\sqrt V\):

| \(a\) (bohr\(^{-2}\)) | \(E\) (hartree) | \(V\) (hartree²) | \(\sigma\) (hartree) |
|---|---|---|---|
| 0.0001 | −0.0158 | 0.00014 | 0.0120 |
| 0.01 | −0.1446 | 0.0131 | 0.1144 |
| 0.1 | −0.3546 | 0.1099 | 0.3315 |
| 0.2829 | −0.4244 | 0.2912 | 0.5396 |
| 1 | −0.0958 | 1.3578 | 1.1652 |

**What the small variance means**

As \(a\to0\) the electron spreads over an ever larger region, and both kinetic and potential energy vanish. The state is not approaching the ground state. To see this, let \(p_0\) be the probability of finding the ground-state energy \(-\tfrac12\) in the normalized trial state. That outcome contributes \(p_0/4\) to \(\langle H^2\rangle\), and no other outcome contributes a negative amount. Therefore

\[
\frac{p_0}{4}\le\langle H^2\rangle=V+E^2,
\qquad\text{or}\qquad p_0\le4(V+E^2).
\]

The right side goes to zero with \(a\). At \(a=0.0001\) it is \(4(0.00014+0.00025)\approx0.0016\). The same argument removes the weight of every other fixed bound level. What remains is concentrated near zero energy, where the bound levels accumulate and the continuum begins.

This concentration is on an absolute energy scale. For small \(a\), \(V\approx(4-8/\pi)a\) and \(E^2\approx4c^2a=8a/\pi\), so \(V/E^2\to\pi/2-1\). The spread does not become small compared with \(|E|\).

**Why a program can still settle on a value**

A program may draw its points once, with a parameter \(a_0\), and then vary \(a\) in \(E_L\) without reweighting the points. It then minimizes a different function. The averages of \(r^2\) and \(1/r\) now belong to \(a_0\), while the coefficient \(2a^2\) still varies:

\[
F(a;a_0)=4a^4\cdot\frac{3}{8a_0^2}+\Big(4-\frac8\pi\Big)a_0-4a^2\cdot\frac{c}{2\sqrt{a_0}}
\]
\[
\phantom{F(a;a_0)}=\frac{3a^4}{2a_0^2}-\frac{2c\,a^2}{\sqrt{a_0}}+\Big(4-\frac8\pi\Big)a_0 .
\]

In the variable \(u=a^2\) this is an upward parabola. Setting \(dF/du=3u/a_0^2-2c/\sqrt{a_0}=0\) gives its minimum:

\[
a^2=\frac{2c}{3}\,a_0^{3/2}.
\]

Now draw new points with this \(a\) and repeat. The iteration is

\[
a_{n+1}=\sqrt{\frac{2c}{3}}\;a_n^{3/4}.
\]

A fixed point \(a_*>0\) satisfies \(a_*^{1/4}=\sqrt{2c/3}\), so \(a_*=(2c/3)^2=8/(9\pi)\). This is the **energy** minimum. Taking logarithms of the iteration and subtracting the same equation for \(a_*\) gives

\[
\ln\frac{a_{n+1}}{a_*}=\frac34\ln\frac{a_n}{a_*},
\]

so it converges from any positive start. From \(a_0=1\) the first steps are 0.7293, 0.5756 and 0.4820. Step 10 gives 0.3038 and step 60 gives 0.2829.

I also ran the iteration with 200,000 fresh random points per step. The last 20 of 40 steps have mean \(a=0.2833\) and standard deviation 0.0007. The mean lies 0.0004 above \(a_E=0.2829\). About 0.0002 of this is incomplete convergence: by the \(\tfrac34\) law above, the noise-free iteration averaged over steps 21 to 40 is still that far above \(a_E\). The rest is within sampling noise, since the means of independent runs of this length scatter by about 0.0005. The numerical check asserts only that this mean lies within 0.01 of \(a_E\). It tests the moments, \(E\), \(V\), \(dV/da\), \(F\) and the iteration against numerical quadrature.

**Why the fixed point is the energy minimum**

Differentiating \(E=\int\psi^2E_L/\int\psi^2\) changes both the local energy and the density:

\[
\frac{dE}{da}=\Big\langle\frac{\partial E_L}{\partial a}\Big\rangle
+2\,\mathrm{Cov}\Big(E_L,\frac{\partial\ln\psi}{\partial a}\Big).
\]

Here \(\partial E_L/\partial a=3-4ar^2\), whose average is \(3-3=0\), and \(\partial\ln\psi/\partial a=-r^2\). Thus

\[
\frac{dE}{da}=-2\,\mathrm{Cov}(E_L,r^2).
\]

With the density frozen, the slope of the variance is

\[
\frac{\partial F}{\partial a}=2\,\mathrm{Cov}\Big(E_L,\frac{\partial E_L}{\partial a}\Big)=-8a\,\mathrm{Cov}(E_L,r^2).
\]

At \(a_0=a\) the two covariances are the same, so both slopes vanish together. This argument uses the fact that \(\partial E_L/\partial a\) and \(\partial\ln\psi/\partial a\) are both linear in \(r^2\), a property of this trial function that should not be assumed for others. For \(\psi=e^{-ar^{3/2}}\), for example, the energy minimum is at \(a=0.542\), while the frozen iteration has its fixed point at \(a=0.765\).

The true variance also changes because the density changes. That part of its slope is

\[
\frac{\partial F}{\partial a_0}\Big|_{a_0=a}=-3a+c\sqrt a+4-\frac8\pi .
\]

At \(\sqrt{a_E}=2c/3\), the first two terms give \(-4c^2/3+2c^2/3=-2c^2/3=-4/(3\pi)\). The slope is then \(4-28/(3\pi)=1.029\), in hartree² bohr². So \(a_E\) is not a stationary point of \(V\), even though the frozen iteration stops there.

**An objective that does give a different \(a\)**

The exercise may have meant the mean square deviation from a fixed target energy. With the known ground-state energy as the target,

\[
W(a)=\Big\langle\big(E_L+\tfrac12\big)^2\Big\rangle=V+\big(E+\tfrac12\big)^2 .
\]

The second form follows from writing \(E_L+\tfrac12=(E_L-E)+(E+\tfrac12)\), because the cross term averages to zero. The added term penalizes the escape to zero energy: \(W\to\tfrac14\) as \(a\to0\).

Let \(s=\sqrt a\). Then \(E=\tfrac32s^2-2cs\), and

\[
\big(E+\tfrac12\big)^2=E^2+E+\tfrac14
=\tfrac94s^4-6cs^3+\tfrac8\pi s^2+\tfrac32s^2-2cs+\tfrac14 .
\]

Adding \(V=\tfrac32s^4-2cs^3+(4-\tfrac8\pi)s^2\) cancels the terms in \(8/\pi\):

\[
W=\tfrac{15}{4}s^4-8cs^3+\tfrac{11}{2}s^2-2cs+\tfrac14 ,
\]
\[
\frac{dW}{ds}=15s^3-24cs^2+11s-2c .
\]

The derivative of this cubic is \(45s^2-48cs+11\), with discriminant \(4608/\pi-1980<0\), so the cubic is strictly increasing. It starts at \(-2c<0\) and grows without bound. It therefore has one positive root, which is the minimum of \(W\):

\[
s=0.2083,\qquad a=s^2=0.0434\ \text{bohr}^{-2}.
\]

There \(E=-0.2673\) hartree and \(V=0.0514\) hartree², so \(W=0.05145+(0.23273)^2=0.1056\) hartree². At the energy minimum \(W\) is larger, 0.2969 hartree², although the energy is much better. For this trial function, \(W\) gives up a good deal of energy to reduce the spread. This minimum belongs to \(W\) with the density following \(a\). If the points are frozen as before, the added term has zero slope at \(a_0=a\), because \(\langle\partial E_L/\partial a\rangle=0\) there. The fixed point of the repeated frozen minimization of \(W\) is then again \(a_E\), not 0.0434.

For your written solution, the energy minimum is at \(a=8/(9\pi)\), and the answer to part 2 as worded is that no minimizing \(a\) exists. If you quote \(a=0.0434\), state that it minimizes \(W\) and not the variance.

## Computed results

```
Units: a in bohr^-2, E and sigma in hartree, V in hartree^2
a at energy minimum        = 0.282942 bohr^-2
8/(9 pi)                   = 0.282942 bohr^-2
minimum energy             = -0.424413 hartree
minimum energy             = -11.5489 eV
-4/(3 pi)                  = -0.424413 hartree
ground-state energy of H   = -0.500000 hartree
energy above ground state  = 0.075587 hartree
fraction of binding energy = 84.88 percent
V at energy minimum        = 0.291178 hartree^2
sigma at energy minimum    = 0.539609 hartree
Table: a, E, V, sigma
  0.000100  -0.015808  0.000144  0.011990
  0.001000  -0.048963  0.001405  0.037477
  0.010000  -0.144577  0.013089  0.114409
  0.050000  -0.281825  0.058585  0.242043
  0.100000  -0.354627  0.109889  0.331496
  0.200000  -0.413650  0.207974  0.456042
  0.282942  -0.424413  0.291178  0.539609
  0.500000  -0.378379  0.537571  0.733192
  1.000000  -0.095769  1.357752  1.165226
least slope dV/da          = 0.976056 hartree^2 bohr^2
  reached at a             = 0.159155 bohr^-2
Slope of V at energy minimum, hartree^2 bohr^2:
  from local energy        = 0.000000 (magnitude)
  from sampling density    = 1.029108
Frozen-density iteration by quadrature: step, a in bohr^-2
   0  1.000000
   1  0.729331
   2  0.575596
   3  0.481962
   5  0.381779
  10  0.303791
  20  0.284077
  60  0.282942
same from a = 0.05, step 60: 0.282942 bohr^-2
Monte Carlo samples per step = 200000
Monte Carlo steps, kept    = 40, last 20
Monte Carlo mean a         = 0.2833 bohr^-2
Monte Carlo spread of a    = 0.0007 bohr^-2
Minimum of mean square deviation from target -1/2 hartree:
  root s = sqrt(a)         = 0.208253 bohr^-1
  a                        = 0.043369 bohr^-2
  E                        = -0.267269 hartree
  V                        = 0.051447 hartree^2
  W at this a              = 0.105610 hartree^2
  W at energy minimum      = 0.296891 hartree^2
```
